**Seto barrier of a partially depleted grain: formula, regimes and thermal correction**

The program evaluates, in eV and Å, the depletion barrier, which in atomic units reads $E_B=\pi N_t^2/(2\kappa N)$, where $N_t$ is the trapped electron density per boundary area, $N$ the donor density and $\kappa$ the dielectric constant. For the chosen parameters it prints 25.13 meV, with a depletion width of 50 Å on each side of the boundary. It asserts that this formula agrees with a sum over the potentials of charged planes and with the SI expression. A second plane sum tests the formula for a fully depleted grain 60 Å wide. A finite-volume solution of the nonlinear Poisson equation, with no assumed depletion edge, tests the relation $E=E_B+k_BT(1-e^{-E/k_BT})$ for the full barrier $E$ with classical mobile electrons. At 300 K both routes give 0.04675 eV, so the depletion value is well below the full barrier. At a low test temperature the program asserts that the classical barrier approaches $E_B+k_BT$ and that more than 90% of the uncovered donor charge lies within the depletion width.

## Verification by program

```python
"""Seto barrier of a partially depleted grain in a polycrystalline film.

Result under test, in atomic units: E_B = pi Nt^2 / (2 kappa N), if L > Nt/N.
Nt: trapped electrons per boundary area; N: donor density; L: grain width;
kappa: dielectric constant; w = Nt/(2N): depletion width on each side.
With mobile classical electrons the full barrier E obeys
E = E_B + kT (1 - exp(-E/kT)).
Numbers are in eV and angstrom; coulomb = e^2/(4 pi eps0) in eV angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
coulomb = hartree * bohr

traps_cm2, donors_cm3, kappa = 1e12, 1e18, 9.0
traps = traps_cm2 * 1e-16
donors = donors_cm3 * 1e-24
grain = 1000.0
temperature = 300.0
thermal = const.k * temperature / const.e

width = traps / (2 * donors)
critical_grain = traps / donors
slope = 2 * np.pi * coulomb * traps / kappa
barrier = np.pi * coulomb * traps**2 / (2 * kappa * donors)
assert grain > critical_grain


def plane_sum_barrier(sheet, half_width):
    """Barrier from the potentials of charged planes, -2 pi sigma |x|/kappa."""
    def potential(x):
        donor_part = quad(lambda s: donors * abs(x - s),
                          -half_width, half_width, points=[x])[0]
        return -2 * np.pi * coulomb / kappa * (donor_part - sheet * abs(x))
    return potential(half_width) - potential(0.0)


def solve_grain(kt, intervals=4000):
    """Finite-volume Newton solution on half a grain, no assumed edge."""
    x = np.linspace(0, grain / 2, intervals + 1)
    h = x[1] - x[0]
    cell = np.full(x.size, h)
    cell[[0, -1]] = h / 2
    curvature = 4 * np.pi * coulomb * donors / kappa
    energy = curvature / 2 * np.maximum(width - x, 0)**2  # starting guess
    links = np.full(x.size, 2 / h)
    links[[0, -1]] = 1 / h
    for _ in range(100):
        electrons = np.exp(-energy / kt)
        flux = np.diff(energy) / h
        balance = -cell * curvature * (1 - electrons)
        balance[:-1] += flux
        balance[1:] -= flux
        balance[0] += slope
        bands = np.zeros((3, x.size))
        bands[0, 1:] = -1 / h
        bands[1] = links + cell * curvature * electrons / kt
        bands[2, :-1] = -1 / h
        step = solve_banded((1, 1), bands, balance)
        energy += step
        if np.max(np.abs(step)) < 1e-10:
            return x, energy, np.exp(-energy / kt)
    raise RuntimeError("Newton iteration did not converge")


def uncovered_fraction(x, electrons):
    """Share of the uncovered donor charge that lies within w."""
    inside = x <= width + 1e-9
    missing = 1 - electrons
    return np.trapezoid(missing[inside], x[inside]) / np.trapezoid(missing, x) \
        if hasattr(np, "trapezoid") else \
        np.trapz(missing[inside], x[inside]) / np.trapz(missing, x)


# Depletion barrier: sum over charged planes, and the SI expression.
summed = plane_sum_barrier(traps, width)
assert abs(summed - barrier) < 1e-8
barrier_si = const.e * (traps_cm2 * 1e4)**2 / (
    8 * kappa * const.epsilon_0 * donors_cm3 * 1e6)
assert abs(barrier_si / barrier - 1) < 1e-7

# A grain narrower than the critical width is depleted throughout.
small_grain = 60.0
small_barrier = np.pi * coulomb * donors * small_grain**2 / (2 * kappa)
small_summed = plane_sum_barrier(donors * small_grain, small_grain / 2)
assert small_grain < critical_grain
assert abs(small_summed - small_barrier) < 1e-8

# Mobile electrons at room temperature: relation against the grid solution.
full_barrier = brentq(
    lambda e: e - barrier - thermal * (1 - np.exp(-e / thermal)),
    barrier, barrier + thermal)
x_warm, u_warm, n_warm = solve_grain(thermal)
grid_barrier = u_warm[0] - u_warm[-1]
assert abs(grid_barrier - full_barrier) < 1e-5

# Low temperature: classical barrier tends to E_B + kT, charge lies within w.
cold = 0.0005
x_cold, u_cold, n_cold = solve_grain(cold)
cold_barrier = u_cold[0] - u_cold[-1]
assert abs(cold_barrier - barrier - cold) < 5e-6
warm_share = uncovered_fraction(x_warm, n_warm)
cold_share = uncovered_fraction(x_cold, n_cold)
assert cold_share > 0.9 and cold_share > warm_share

debye = np.sqrt(kappa * thermal / (4 * np.pi * coulomb * donors))
spacing = donors**(-1 / 3)

print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"Dielectric constant: {kappa:.1f}")
print(f"Trapped electrons per area Nt: {traps:.3e} angstrom^-2")
print(f"Donor density N: {donors:.3e} angstrom^-3")
print(f"Grain width L: {grain:.1f} angstrom")
print(f"Depletion width w on each side: {width:.2f} angstrom")
print(f"Critical grain width Nt/N: {critical_grain:.2f} angstrom")
print(f"Slope magnitude at the boundary: {slope:.6f} eV/angstrom")
print(f"Seto barrier E_B, formula: {barrier:.5f} eV")
print(f"Seto barrier E_B, converted: {barrier * 1000:.2f} meV")
print(f"Seto barrier, sum over charged planes: {summed:.5f} eV")
print(f"Seto barrier, SI expression: {barrier_si:.5f} eV")
print(f"Small grain width: {small_grain:.1f} angstrom")
print(f"Small grain barrier, formula: {small_barrier:.5f} eV")
print(f"Small grain barrier, plane sum: {small_summed:.5f} eV")
print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy kT: {thermal:.5f} eV")
print(f"Ratio E_B/kT: {barrier / thermal:.3f}")
print(f"Debye length: {debye:.2f} angstrom")
print(f"Full barrier with mobile electrons, relation: {full_barrier:.5f} eV")
print(f"Full barrier with mobile electrons, grid: {grid_barrier:.5f} eV")
print(f"Full barrier minus E_B: {full_barrier - barrier:.5f} eV")
print(f"Electron density at boundary / N, 300 K: {n_warm[0]:.3f}")
print(f"Uncovered charge within w, 300 K: {warm_share:.3f}")
print(f"Low-temperature test, kT: {cold:.5f} eV")
print(f"Low-temperature test, grid barrier: {cold_barrier:.5f} eV")
print(f"Low-temperature test, E_B + kT: {barrier + cold:.5f} eV")
print(f"Uncovered charge within w, low temperature: {cold_share:.3f}")
print(f"Mean donor spacing N^(-1/3): {spacing:.1f} angstrom")
print(f"Coulomb energy at that spacing: {coulomb / kappa / spacing:.4f} eV")
print("tests ok")
```

It prints:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Dielectric constant: 9.0
Trapped electrons per area Nt: 1.000e-04 angstrom^-2
Donor density N: 1.000e-06 angstrom^-3
Grain width L: 1000.0 angstrom
Depletion width w on each side: 50.00 angstrom
Critical grain width Nt/N: 100.00 angstrom
Slope magnitude at the boundary: 0.001005 eV/angstrom
Seto barrier E_B, formula: 0.02513 eV
Seto barrier E_B, converted: 25.13 meV
Seto barrier, sum over charged planes: 0.02513 eV
Seto barrier, SI expression: 0.02513 eV
Small grain width: 60.0 angstrom
Small grain barrier, formula: 0.00905 eV
Small grain barrier, plane sum: 0.00905 eV
Temperature: 300.0 K
Thermal energy kT: 0.02585 eV
Ratio E_B/kT: 0.972
Debye length: 35.86 angstrom
Full barrier with mobile electrons, relation: 0.04675 eV
Full barrier with mobile electrons, grid: 0.04675 eV
Full barrier minus E_B: 0.02161 eV
Electron density at boundary / N, 300 K: 0.164
Uncovered charge within w, 300 K: 0.637
Low-temperature test, kT: 0.00050 eV
Low-temperature test, grid barrier: 0.02563 eV
Low-temperature test, E_B + kT: 0.02563 eV
Uncovered charge within w, low temperature: 0.946
Mean donor spacing N^(-1/3): 100.0 angstrom
Coulomb energy at that spacing: 0.0160 eV
tests ok
```
